Screened repulsion: infinite classical, finite quantum total cross section

Q: I am estimating how often a boron ion scatters when it is implanted into silicon. The bare Coulomb total cross section is infinite, but the electrons screen the nuclei. With V = (C/r) exp(−r/a) and C = Z₁Z₂e² in Gaussian units, the force is negligible beyond a few a. So the classical total should be finite, roughly π times a few a squared.

A: What must happen to an orbit for it to be left out of the classical total?

Q: It must go straight on, with zero deflection.

A: Then we need to know whether any orbit does. Take two isolated bodies in their centre-of-mass frame, with reduced mass μ, relative speed v, energy E = μv²/2 and impact parameter b > 0. The angular momentum is μvb, so energy conservation reads

E = μṙ²/2 + E b²/r² + V(r).

Dividing the angular velocity vb/r² by ṙ gives the angle swept per unit r. Twice the angle from the turning point r₀ to infinity, subtracted from π, is the deflection:

θ = π − 2b ∫ dr / [r² √(1 − V/E − b²/r²)], r from r₀ to ∞.

Q: That is a difference of two nearly equal numbers when b is large. I cannot see whether it vanishes.

A: The cancellation can be done by algebra. Let n = √(1 − V/E) and p = rn. The denominator becomes r√(p² − b²). Because ln r = ln p − ln n, we have dr/r = dp/p − dn/n, and so

θ = π − 2b ∫ dp/[p√(p² − b²)] + 2b ∫ (dn/n)/√(p² − b²).

If V decreases at every r, both r and n grow along the way out, so p rises steadily from b at r₀ to infinity. With p = b/cos u, the first integral is π/(2b), and its term cancels π. In the second, dn/n = −V′ dr/[2(E − V)]. What remains is

θ = b ∫ [−V′/(E − V)] dr / √(r²(1 − V/E) − b²), r from r₀ to ∞.

Q: Every factor is positive: V′ is negative, and E exceeds V outside the turning point. So θ > 0 for every finite b.

A: And the classical total is therefore ∫ 2πb db over all b, which is infinite. The rate at which V decays never entered. A potential that is strictly zero beyond some radius R is different: orbits with b > R are straight, and the total is at most πR². Your "negligible beyond a few a" quietly replaced the first kind of potential by the second. That every orbit bends was shown for a V that decreases everywhere; with an attractive part, inward and outward pushes can cancel at particular b. The infinite total needs less: if V decreases toward zero beyond some radius, all sufficiently distant orbits are bent, and their area is already infinite.

Q: How small are these deflections?

A: For a distant pass V ≪ E and r₀ ≈ b, which leaves θ ≈ (b/E)∫(−V′)dr/√(r² − b²). With r² = b² + z² along a straight path, this is

θ ≈ −(1/E) d/db ∫ V dz, z from 0 to ∞.

Putting r = b cosh t turns the integral of the Yukawa potential into C ∫ exp[−(b/a) cosh t] dt = C K₀(b/a), where K₀ is a modified Bessel function. Since K₀′ = −K₁,

θ ≈ g K₁(b/a), g = C/(Ea).

For boron at 10 keV on silicon, take rounded masses of 11 u and 28 u and a round model value a = 0.02 nm. Then C = 70e² = 100.8 eV nm and E = 10 keV × 28/39 = 7179 eV, so

g = 100.8/(7179 × 0.02) = 0.702.

At b = 10a the deflection is 1.3 × 10⁻⁵ rad, and at 20a it is 4.1 × 10⁻¹⁰ rad. Direct integration of Newton's equations gives the same values as the positive integral.

Q: No detector would see the second one. Can I define a classical cross section for deflections above some smallest angle?

A: Yes. It is πb², with b the impact parameter that gives that angle:

θ > 10⁻² rad: 0.019 nm²
θ > 10⁻⁴ rad: 0.082 nm²
θ > 10⁻⁶ rad: 0.195 nm²
θ > 10⁻⁸ rad: 0.359 nm²

Each is finite, and screening is what keeps the growth slow. K₁ falls essentially as exp(−b/a), so b grows as a ln(g/θ) to leading order and the area as the square of that logarithm. But there is no limiting value, and classical mechanics supplies no smallest angle.

Q: Does quantum mechanics supply one?

A: Look at the partial waves. With k = μv/ħ,

σ = (4π/k²) Σ (2l + 1) sin²δ_l.

For ka ≫ 1 the phase shift is the semiclassical radial phase with V minus the same phase without V. Put λ = l + ½ = kb. The radial phase is ∫ √(k²(1 − V/E) − λ²/r²) dr, and its derivative with respect to λ is −∫ λ dr/(r²√…). The moving lower limit adds nothing, because the root vanishes there. By the first orbit integral this derivative equals −(π − θ)/2; without V it is −π/2. The difference is

dδ/dl = θ/2.

Since δ vanishes at large b, integrating inward gives

δ(b) = −(k/2) ∫ θ(b′) db′, b′ from b to ∞.

For distant passes, inserting gK₁ yields δ ≈ −(kC/2E) K₀(b/a). With E = μv²/2 and k = μv/ħ, the prefactor is C/(ħv), so

δ ≈ −(ν/2) K₀(b/a), ν = 2C/(ħv) = g ka.

Q: So every partial wave is still shifted, just as every orbit is still bent. Why is the sum finite?

A: Because of the weight. Classically, an orbit bent by 10⁻¹⁰ rad counts as fully as a head-on collision. In the quantum sum a weakly shifted wave counts only as sin²δ ≤ δ². Replacing 2l + 1 by 2kb and the sum by k∫db, the far part is at most

8π ∫ b δ² db = 2πν²a² ∫ x K₀(x)² dx, x = b/a,

which converges exponentially. The low partial waves are finite in number, and each has sin²δ ≤ 1.

In the example ka = 1042 and ν = 731. Cutting the sum at b = 10a gives 0.1026 nm², and cutting it at 20a gives the same to four digits. The classical area between the same two cuts goes from 0.126 to 0.503 nm².

Q: Your phases assumed ka ≫ 1. Is the total finite outside that regime?

A: For weak coupling the Born approximation answers that. The Fourier transform of V is 4πC/(q² + a⁻²), so the amplitude is −(2μC/ħ²)/(q² + a⁻²), and 2μC/ħ² = kν. With q = 2k sin(θ/2), the solid angle element is 2πq dq/k², and

σ = 2πν² ∫ q dq/(q² + a⁻²)², q from 0 to 2k,
 = πν² [a² − 1/(4k² + a⁻²)]
 = πν²a² · 4k²a²/(1 + 4k²a²).

This is finite at every k > 0. At ka = 2 and ν = 0.02, a numerical solution of the radial Schrödinger equation gives 0.996 of it. If a goes to infinity at fixed k and ν, the expression diverges as a²: without screening, the quantum total is infinite as well.

Q: So screening does make the total finite, but in quantum mechanics. Must the decay be exponential?

A: No. Suppose the tail is a power, V ∝ r⁻ⁿ with n > 1. The straight-path integral of V scales as b¹⁻ⁿ, so θ ∝ b⁻ⁿ and δ ∝ b¹⁻ⁿ. The far part of the quantum total is ∫ b³⁻²ⁿ db, which converges for n > 2. The classical total remains infinite for every n.

Q: My ion has ν = 731, which is far from Born. What sets the size of 0.103 nm²?

A: Use 2 sin²δ = 1 − cos 2δ with the distant-pass phase:

σ = 4πa² ∫ x [1 − cos χ] dx, χ = νK₀(x).

Close in, this phase is inaccurate because g is not small. But χ is large there, and the cosine averages out over a small area. The integral gives 0.1026 nm², in agreement with the sum. In a case with the same g but ka = 40, the Schrödinger equation gives 71.65a² and this integral 71.92a², which is 0.4% more.

To find the edge, integrate by parts and use χ as the variable:

σ = 2πa² ∫ x² sin χ dχ, χ from 0 to ∞.

At large x, K₀ falls by about a factor e per unit x, so x ≈ X₀ − ln χ, where νK₀(X₀) = 1. With a convergence factor exp(−εχ), ε → 0, the weight sin χ has total 1. The averages follow from ∫ χᶻ sin χ dχ = Γ(1 + z) cos(πz/2), expanded in z: the mean of ln χ is −γ and that of ln²χ is γ² − π²/12, where γ is Euler's constant. Hence

σ ≈ 2πa² [X² − π²/12], X = X₀ + γ.

To this order X is the point where νK₀(X) = exp(−γ) ≈ 0.56. Because K₀ falls slightly faster than a factor e per unit x, that point lies a little inside X₀ + γ = 6.49; we take it as the definition of X.

Here X = 6.448, an edge radius of 0.129 nm. Keeping only X² gives 2πX²a² = 0.1045 nm², which is 1.8% above the integral. The dropped term accounts for this: (π²/12)/X² is 2%.

Q: What is special about that edge physically?

A: There θ ≈ gK₁(X). As K₁ ≈ K₀ at large X, this is about 0.56 g/ν = 0.56/(ka). A wave packet narrow enough to have an impact parameter defined to within a has a transverse momentum spread of order ħ/a, hence an angular spread of order 1/(ka). The numbers are 0.58 mrad for the deflection and 0.96 mrad for 1/(ka). Farther out the bend is lost within the spread, and the outgoing wave is nearly the incoming one.

Q: Then the classical infinity should come back as ħ → 0.

A: It does, slowly. With v, C and a held fixed, ν grows as 1/ħ, X grows roughly as ln ν, and σ as ln²ν. Dividing ħ by 10 raises the total from 0.103 to 0.184 nm², and dividing it by 100 gives 0.291 nm².

Q: Implantation ranges are computed with classical collisions. Does the infinite total spoil them?

A: No, because slowing down weights each collision by the energy it transfers. The relative momentum changes by 2μv sin(θ/2), and the struck atom of mass M₂ takes it up, so

T = [2μv sin(θ/2)]²/(2M₂) = Tmax sin²(θ/2),

with Tmax = 4M₁M₂/(M₁ + M₂)² × 10 keV = 8.1 keV. The nuclear stopping cross section is

S = 2πTmax ∫ b sin²(θ/2) db.

At large b the integrand falls as bθ²/4, so S is finite: 1.91 eV nm² here. Collisions beyond the edge radius contribute only 3 × 10⁻⁶ of it.

Q: Would a quantum calculation of S differ?

A: Hardly. Its weight is sin²(θ/2) = (1 − cos θ)/2, so we need ∫(1 − cos θ)dσ. The factor cos θ couples only neighbouring partial waves, through (2l + 1) cos θ P_l = (l + 1)P_{l+1} + l P_{l−1}. The amplitude is f = (1/k) Σ (2l + 1) A_l P_l with A_l = exp(iδ_l) sin δ_l. Since the integral of P_l² over solid angle is 4π/(2l + 1), and different P_l are orthogonal,

∫(1 − cos θ) dσ = (4π/k²) [Σ (2l + 1)|A_l|² − 2 Σ (l + 1) Re(A_l* A_{l+1})].

Splitting 2l + 1 into (l + 1) + l, and shifting l by one in the second part, turns the first sum into Σ (l + 1)(|A_l|² + |A_{l+1}|²). Hence

∫(1 − cos θ) dσ = (4π/k²) Σ (l + 1) |A_{l+1} − A_l|².

Since A_l = [exp(2iδ_l) − 1]/(2i), the squared modulus is sin²(δ_{l+1} − δ_l). The phase difference is θ/2 for ka ≫ 1. If also ν ≫ 1, the strongly bent orbits, with b up to about C/E = ν/k, span many partial waves, and the sum becomes 4π∫ b sin²(θ/2) db, the classical result. For small ν it does not: at ka = 40 and ν = 0.1 the sum is only 0.62 of the classical integral. At ka = 40 and the same g, the Schrödinger equation gives 1.178a² for the sum, and the classical integral also gives 1.178a².

Q: Then may I use 0.103 nm² to get a mean free path in silicon?

A: Not as a distance between separate collisions. Silicon has about 50 atoms per nm³, so 1/(50 × 0.1026) gives 0.195 nm, less than the bond length of about 0.24 nm. The edge radius, 0.129 nm, already exceeds half a bond, so for such distant passes the assumption of an isolated pair fails in the solid.

The single exponential is also rough. The ZBL universal potential, a standard model for such pairs, has a longer tail. It raises the total by a factor of 3.4, to 0.35 nm², and shortens the nominal free path to 0.058 nm, yet it lowers S by only 17%. The total thus depends mainly on the part of the potential that matters least for stopping. Neither number is the total for a real boron–silicon pair: both models are purely repulsive, whereas the real pair is chemically bound by a few eV near 0.2 nm, inside the ZBL edge radius of 0.24 nm, and an isolated ion adds an attractive polarisation tail falling as r⁻⁴. At the Yukawa edge the recoil energy is 0.7 meV, against kT = 26 meV at 300 K, so the energy exchanged in such a pass is governed by the target's own motion rather than by T; thermal speeds are only about 10⁻³ v, however, and barely change the total itself. Electronic stopping, absent from the model, is estimated by the Lindhard–Scharff formula at 1.30 eV nm², which is 0.68 of the Yukawa S and 0.82 of the ZBL value, and a range calculation must include it.

Q: So I should choose a smallest angle or energy transfer, and check that my answer does not depend on it.

A: Yes, and check it for the quantity you want. Here the stopping is insensitive to a cut at the edge radius; a collision count depends on the cut by construction. The numerical output below lists the values for this example.

Computed values

```
Ion energy in laboratory: 10.0 keV; masses 11, 28 u
Screening length a: 0.020 nm
C = Z1 Z2 e^2: 100.80 eV nm
Centre-of-mass energy E: 7179.5 eV
Relative speed v/c: 1.3971e-03
g = C/(E a): 0.7020
k a: 1041.7
nu = 2C/(hbar v): 731.2
Classical deflection (integral; Newton orbit):
  b/a =  0.1: 2.40771e+00; 2.40771e+00 rad
  b/a =  0.3: 1.39007e+00; 1.39007e+00 rad
  b/a =  1.0: 3.61160e-01; 3.61160e-01 rad
  b/a =  3.0: 2.75445e-02; 2.75445e-02 rad
  b/a = 10.0: 1.30908e-05; 1.30908e-05 rad
  b/a = 20.0: 4.12981e-10; 4.12981e-10 rad
Largest relative difference: 9.0e-12
Relative error of g K1 at b = 10 a: 2.2e-05
Classical cross section above a minimum angle:
  1e-02 rad: b = 0.0775 nm, 0.0189 nm^2
  1e-04 rad: b = 0.1616 nm, 0.0821 nm^2
  1e-06 rad: b = 0.2491 nm, 0.1949 nm^2
  1e-08 rad: b = 0.3380 nm, 0.3589 nm^2
Weak test (ka=2, nu=0.02) exact/Born: 0.99582
Strong test (ka=40, nu=28.08), total in a^2:
  Schroedinger 71.646, semiclassical 71.645, high-energy 71.921
  transport: quantum 1.1776, classical 1.1783 a^2
Example, sums cut at b = 10 a and 20 a:
  quantum total: 0.102592 and 0.102595 nm^2
  classical area: 0.1257 and 0.5027 nm^2
Quantum total, high-energy integral: 0.10260 nm^2
Quantum total, edge formula: 0.10449 nm^2
Quantum total: 1.026e-15 cm^2
Edge X: 6.448; edge radius X a: 0.1290 nm
Deflection at edge: 0.5789 mrad
Diffraction angle 1/(ka): 0.9600 mrad
Largest recoil energy: 8099.9 eV
Recoil energy at edge: 0.6787 meV
hbar divided by 10, same v: total 0.1844 nm^2
hbar divided by 100, same v: total 0.2913 nm^2
Nuclear stopping cross section: 1.9088 eV nm^2
Nuclear stopping power: 95.38 eV/nm
Share of stopping from beyond edge: 2.86e-06
ZBL screening length: 0.01427 nm
ZBL quantum total: 0.3463 nm^2, ratio 3.375
ZBL nuclear stopping: 1.5847 eV nm^2, ratio 0.830
Silicon density: 49.97 nm^-3; half bond: 0.1176 nm
Nominal free path, Yukawa: 0.1951 nm
Nominal free path, ZBL: 0.0578 nm
Electronic stopping (Lindhard-Scharff): 1.3005 eV nm^2
Electronic/nuclear stopping: 0.681
Thermal energy kT at 300 K: 25.85 meV
```
